# Why one transition state can lead to two precursor products

**Question.** A precursor molecule crosses one transition state and then appears as either of two products, although no second barrier has to be climbed on the way to either. A steepest-descent path from a transition state has only one forward branch. How can one pass serve two products, and what decides how much of each is formed?

**Answer.**

**The mechanism on a surface**

Behind the pass, the reaction path runs along a valley floor: a step sideways costs energy. If two products lie to the left and right further down, a ridge must separate them, and on its crest a step sideways lowers the energy. Where the valley floor turns into a ridge crest, the sideways curvature passes through zero while the ground still slopes forward. This point is the valley-ridge inflection (VRI).

Let $s=x/a$ measure progress and $r=y/a$ the sideways displacement, with one mass $\mu$ for both coordinates, so that steepest descent uses the ordinary distance in the plane. Take

$$\frac{V}{E}=(s^2-1)^2+\frac{\kappa}{2}\left(1-\frac{s}{s_v}\right)r^2+\frac{\gamma}{4}r^4-\eta s^2r,$$

with $\kappa,\gamma>0$ and $0<s_v<1$. The tilt $\eta$ breaks the mirror symmetry $r\to-r$; at first $\eta=0$. The slopes are then

$$\frac{V_s}{E}=4s(s^2-1)-\frac{\kappa r^2}{2s_v},\qquad \frac{V_r}{E}=r\left[\kappa\left(1-\frac{s}{s_v}\right)+\gamma r^2\right].$$

On the axis $r=0$ they vanish at $s=-1,0,1$. The curvatures there are $V_{ss}/E=12s^2-4$ and $V_{rr}/E=\kappa(1-s/s_v)$, and the mixed one is zero.

- At $s=-1$ both are positive: this is the reactant.
- At $s=0$ they are $-4$ and $\kappa$: this is the transition state TS1, of energy $E$.
- At $s=1$ they are $8$ and $\kappa(1-1/s_v)<0$: this is a second saddle, TS2, of energy zero.

The sideways curvature is positive at TS1 and negative at TS2, so it must vanish in between, here at $s=s_v$. The general VRI condition is that a unit vector $n$ perpendicular to the gradient is a null vector of the Hessian $H$: $Hn=0$, $n\cdot\nabla V=0$, $\nabla V\ne0$. On the axis the gradient points along $s$ and $n$ along $r$, so the condition holds at $s_v$.

The range of $s_v$ matters. If $s_v>1$, both curvatures at $s=1$ are positive, and the steepest-descent path from TS1 ends in a well there; leaving that well takes a climb. If $s_v<0$, TS1 keeps its curvatures $-4$ and $\kappa$, but $1-s/s_v$ is positive for all $s>0$: the valley beyond TS1 never turns into a ridge.

**The two products and the way down**

Off the axis, $V_r=0$ gives $r^2=\kappa(s/s_v-1)/\gamma$, which requires $s>s_v$. Inserting this in $V_s=0$ gives

$$f(s)=4s(s^2-1)-C(s-s_v)=0,\qquad C=\frac{\kappa^2}{2\gamma s_v^2}.$$

Now $f\to-\infty$ for $s\to-\infty$, $f(0)=Cs_v>0$, $f(s_v)=4s_v(s_v^2-1)<0$, and $f\to+\infty$ for $s\to\infty$. The three roots of the cubic therefore lie in three separate intervals, and just one, $s_P$, exceeds $s_v$. It gives two mirror points, P+ and P−, at $\pm r_P$.

To see that the way to them is downhill, follow the axis from TS1 to $s_v$, where $V/E=(s^2-1)^2$ falls. Then follow either new valley floor. With $k=\kappa(1-s/s_v)<0$ and $r^2=-k/\gamma$, the sideways terms add up to $-k^2/2\gamma+k^2/4\gamma=-k^2/4\gamma$, so

$$\frac{V_{\rm floor}}{E}=(s^2-1)^2-\frac{\kappa^2}{4\gamma}\left(1-\frac{s}{s_v}\right)^2 .$$

Its derivative is $f(s)$, which is negative from $s_v$ to $s_P$. The energy falls all the way. At $s_P$ the floor has a minimum, since $f$ rises through zero there, and across the floor $V_{rr}/E=k+3\gamma r^2=2\gamma r^2>0$. Both end points are therefore true minima.

**Why the path itself does not fork**

Steepest descent obeys $\dot s=-V_s$, $\dot r=-V_r$. Since $V_r=0$ on the axis, a line that starts there stays there, and uniqueness of the solution forbids a branch at the VRI. The path from TS1 ends at TS2. What changes at the VRI is the behaviour of its neighbours. To first order in $r$,

$$\frac{d\ln r}{ds}=\frac{\kappa(1-s/s_v)}{4s(s^2-1)} .$$

For $0<s<1$ the denominator is negative, so neighbouring lines approach the axis before $s_v$ and leave it afterwards. To integrate, split the fraction:

$$\frac{1-s/s_v}{s(s^2-1)}=-\frac1s+\frac{A}{s-1}+\frac{B}{s+1},\qquad A=\frac{1-1/s_v}{2},\quad B=\frac{1+1/s_v}{2}.$$

The coefficients follow by multiplying with each factor and setting it to zero. Hence

$$\frac{r}{r_0}=\left[\frac{s_0}{s}\left(\frac{1-s}{1-s_0}\right)^{A}\left(\frac{1+s}{1+s_0}\right)^{B}\right]^{\kappa/4}.$$

Because $A<0$, this grows without bound as $s\to1$. The linear formula then fails, and the quartic term guides the line into a product well. A small displacement to one side is enough to miss TS2.

**Without the symmetry**

Let $\eta>0$. The tilt term $-\eta s^2r$ vanishes on the whole line $s=0$, and at TS1 its first and second derivatives vanish too. Position, energy and Hessian of TS1 are unchanged.

The steepest-descent path now chooses a side. Near TS1, in units of $E$, $\dot s=4s$ and $\dot r=-\kappa r+\eta s^2$. Trying $r=cs^2$ gives $8c=-\kappa c+\eta$, so $c=\eta/(\kappa+8)>0$. The path cannot return through the axis, because at $r=0$ the tilt gives $\dot r=\eta s^2>0$. In the example below it ends in P+.

Is P− still reachable without a climb? Go straight from TS1 to a product at $(s_P,r_P)$, through the points $(ts_P,tr_P)$ with $0\le t\le1$. Then $V/E=1+c_2t^2+c_3t^3+c_4t^4$, where

$$c_2=-2s_P^2+\frac{\kappa r_P^2}{2},\qquad c_3=-\frac{\kappa s_Pr_P^2}{2s_v}-\eta s_P^2r_P,\qquad c_4=s_P^4+\frac{\gamma r_P^4}{4}.$$

The slope is $Et(2c_2+3c_3t+4c_4t^2)$. The product is a stationary point, so $t=1$ is one root of the bracket. The product of its two roots is $c_2/2c_4$, which is therefore the other root:

$$\frac{dV}{dt}=4Ec_4\,t(t-1)\left(t-\frac{c_2}{2c_4}\right).$$

If $c_2<0$, this is negative for $0<t<1$, and the whole straight line runs downhill. If $c_2>0$, this line climbs at first, which does not exclude a curved downhill path. The argument presupposes that the tilt is small enough for P− to exist as a minimum.

**The numbers**

Take $E=1$ eV, $a=0.1$ nm, $\mu=12$ u, $T=600$ K, $\kappa=4$, $\gamma=8$ and $s_v=0.5$. For $\eta=0$, $C=16/(2\cdot8\cdot0.25)=4$, and the cubic becomes $s^3-2s+\tfrac12=0$. Its root is $s_P=1.267$, with $r_P^2=4(2.534-1)/8=0.767$. The products lie at $x=0.127$ nm, $y=\pm0.088$ nm and $-0.81$ eV. The VRI lies at $x=0.05$ nm, where the energy is $(0.25-1)^2=0.5625$ eV. TS2 is a full 1 eV below TS1: it separates the products from each other and bars neither from TS1.

Here $A=-\tfrac12$, $B=\tfrac32$ and $\kappa/4=1$. From $s_0=0.05$ to the VRI, the spacing of neighbouring lines shrinks to $0.1\times1.378\times1.707=0.235$ of its initial value. By $s=0.95$ it has grown back to 0.58.

With $\eta=0.2$, P+ sinks to $-1.114$ eV and P− rises to $-0.550$ eV. The values of $c_2$ are $-1.76$ and $-1.60$, so both straight lines still run downhill. The VRI moves to $y=-0.002$ nm, on the side away from the path.

The yield requires motion, not just a map. For each surface, 8000 classical trajectories started on $s=0$ with a thermal spread in $r$ and the velocities of a thermal flux. An entry is counted when $s>s_v$ and $|y|$ first exceeds 0.044 nm, half the product distance of the symmetric surface. The 3 to 4 % of trajectories that return to $s<0$ before an entry are left out. On the tilted surface, the share depends on this threshold: it rises steadily from about 59 % at one tenth of the product distance to about 71 % at the full distance; the errors below cover only the sampling.

- For $\eta=0$, $48.8\pm0.6$ % of the entries are into P+. Symmetry demands 50 %; the deviation is two standard errors.
- For $\eta=0.2$, the share is $63.9\pm0.5$ %, a ratio of 1.77.

The starting distribution is the same in both cases, since the tilt vanishes on $s=0$. The shift therefore arises after TS1. The path alone would predict P+ only. Equilibrium between the two product energies would give a factor $\exp(0.564/0.0517)\approx5\times10^4$. Neither describes the first entries, whose median time is 71 fs.

First entry is not yet the final yield. In this isolated two-coordinate model the released energy stays in the motion, and after 2 ps about 54 % of the trajectories that had entered a well on the tilted surface are elsewhere. For the molecule to settle in one well, something must take up the energy. Its other vibrations can do so, but they become hotter in the process. A Langevin bath is a simpler model: it stays at 600 K however much energy it receives. With such a bath and a rough velocity relaxation time of 200 fs, 61.9 % of first entries are into P+, and after 2 ps P+ makes up 70 % of the products.

Even this share does not last at 600 K. From P− the climb to TS2 is only 0.555 eV. With an attempt rate of the order of $10^{13}$ per second and the factor $\exp(-0.555/0.0517)\approx2\times10^{-5}$, a P− that has cooled to 600 K survives for a few nanoseconds. After that the mixture approaches equilibrium, which is almost pure P+. To observe the early share, one must measure, cool or consume the products sooner, or the barrier between them must be higher than here.

**Beside a real process**

The parameters are round values chosen for illustration, with a hot, dilute gas in mind, as in thermal chemical vapour deposition. No particular precursor is claimed to have this surface.

For these numbers, tunnelling through a parabolic barrier raises the rate by about 2 %, and quantum motion raises the sideways variance at TS1 by about 4 %. At 1 Torr, with a cross-section of 1 nm² and a carrier gas of 28 u, and with the slower motion of a heavy precursor neglected, collisions are about 92 ns apart, roughly a million times the entry time, so the gas does not intervene in the first choice. It also comes too late to preserve it: even at 600 K, P− turns into P+ within a few nanoseconds, and a molecule whose vibrations still hold the released energy is hotter and converts sooner. The 70 % found with the bath therefore describes products cooled quickly to 600 K, not hot molecules between gas collisions. A real molecule is also not isolated from its own other vibrations, as the two-coordinate model assumes. In the bath model the P+ share of first entries is 62 %, against 64 % without the bath, and later crossings between the wells bring the P+ share of the products to 70 % after 2 ps; a different relaxation time may give other values. The numerical output lists the remaining values.

## Table of computed values

```
Energy scale E = 1.00 eV; length a = 0.10 nm
Mass mu = 12.0 u; temperature = 600 K
kappa = 4.0, gamma = 8.0, s_v = 0.50 (no unit)
Thermal energy kT = 0.0517 eV; time unit tau = 35.27 fs
Transverse force constant at TS1 = 400 eV/nm^2
Surface with tilt eta = 0.0 (no unit): x, y, energy
  R  :  -0.1000 nm,   0.0000 nm,   0.0000 eV
  TS1:   0.0000 nm,   0.0000 nm,   1.0000 eV
  TS2:   0.1000 nm,   0.0000 nm,   0.0000 eV
  P+ :   0.1267 nm,   0.0876 nm,  -0.8102 eV
  P- :   0.1267 nm,  -0.0876 nm,  -0.8102 eV
  VRI:   0.0500 nm,   0.0000 nm,   0.5625 eV
  Ray coefficient c2 to P+, P-: -1.677, -1.677 (no unit)
Surface with tilt eta = 0.2 (no unit): x, y, energy
  R  :  -0.1001 nm,   0.0017 nm,  -0.0017 eV
  TS1:   0.0000 nm,   0.0000 nm,   1.0000 eV
  TS2:   0.0999 nm,  -0.0050 nm,   0.0050 eV
  P+ :   0.1323 nm,   0.0933 nm,  -1.1138 eV
  P- :   0.1212 nm,  -0.0817 nm,  -0.5500 eV
  VRI:   0.0501 nm,  -0.0021 nm,   0.5614 eV
  Ray coefficient c2 to P+, P-: -1.761, -1.603 (no unit)
Line spacing r/r0 from s = 0.05: 0.235 at s_v, 0.581 at s = 0.95
Lines are closest at s = 0.500 (no unit)
Trajectories per run = 8000; run length = 2.0 ps
eta = 0.0: first entry into P+ = 48.8 +/- 0.6 % of entries
  back to reactant side before entry = 3.4 %
  median time from TS1 to entry = 71 fs
  entered, but elsewhere at the end = 53.2 %
eta = 0.2: first entry into P+ = 63.9 +/- 0.5 % of entries
  back to reactant side before entry = 3.8 %
  median time from TS1 to entry = 71 fs
  entered, but elsewhere at the end = 53.9 %
Tilted surface: E(P-) - E(P+) = 0.564 eV
  Boltzmann factor of this gap = 5.44e+04
  first-entry ratio P+/P- = 1.77
With heat bath, relaxation time 200 fs, tilted:
  first entry into P+ = 61.9 % of entries
  P+ share of products at the end = 70.0 %
  on reactant side at the end = 1.5 %
Barrier quantum hbar*omega at TS1 = 37.3 meV
Tunnelling factor, parabolic barrier = 1.0221
Quantum/classical transverse variance at TS1 = 1.0431
Gas: 1.0 Torr, cross-section 1.0 nm^2, carrier mass 28 u
Mean time between gas collisions = 92 ns
```
